# A Cold Wet Spot Limits the Pressure Delivered by a Heated Ampoule: a program that tests the result

```python
"""
Result under test: a cold wetted region limits precursor pressure to its own
saturation pressure. Heating the ampoule raises the delivered pressure only
while the cold region is dry.

Symbols: T temperature, p pressure, n amount, K tube coefficient in
flow = K*(p_ampoule**2 - p_cold**2), S volume removed per second at the port.
The simulation follows liquid and vapour in the ampoule and in the cold region.
Internal units are SI; simulated amounts are in micromoles.
Model parameters are round values, roughly typical of a heavy metal amide.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp

R = const.R
TORR = const.torr
heat_vap = 60e3                 # J/mol
T_ref, p_ref = 350.0, TORR
molar_mass = 0.400              # kg/mol
diameter = 0.9e-9               # molecular collision diameter, m
liquid_volume = 4e-4            # m3/mol
area = 1e-3                     # each liquid surface, m2
V_amp, V_cold = 1e-4, 5e-5      # vapour volumes, m3
radius, length = 0.75e-3, 1.0   # connecting tube, m
inventory = 0.005               # mol
T_cold = 350.0
layer = area / (diameter**2 * const.N_A) * 1e6   # one molecular layer, umol


def p_sat(T):
    return p_ref * np.exp(-heat_vap / R * (1 / T - 1 / T_ref))


def viscosity(T):
    mass = molar_mass / const.N_A
    return 5 / 16 * np.sqrt(np.pi * mass * const.k * T) / (np.pi * diameter**2)


def tube_coefficient(T_a, T_c):
    T_mean = (T_a + T_c) / 2
    return np.pi * radius**4 / (16 * viscosity(T_mean) * length * R * T_mean)


def surface_coefficient(T, alpha=1.0):
    return alpha * area / np.sqrt(2 * np.pi * molar_mass * R * T)


def wetted(amount):
    """Wetted fraction and its slope; linear continuation below zero."""
    if amount > 0:
        return amount / (amount + layer), layer / (amount + layer)**2
    return amount / layer, 1 / layer


def simulate(T_a, T_c, n_total, duration, S=0.0, alpha=1.0):
    """State: ampoule liquid, ampoule vapour, cold vapour, cold liquid."""
    K = tube_coefficient(T_a, T_c)
    k_a = surface_coefficient(T_a, alpha)
    k_c = surface_coefficient(T_c, alpha)
    to_pa = 1e-6 * R * T_a / V_amp
    to_pc = 1e-6 * R * T_c / V_cold
    sat_a, sat_c = p_sat(T_a), p_sat(T_c)

    def rates(t, y):
        pa, pc = y[1] * to_pa, y[2] * to_pc
        evap_a = 1e6 * k_a * (wetted(y[0])[0] * sat_a - pa)
        evap_c = 1e6 * k_c * (wetted(y[3])[0] * sat_c - pc)
        flow = 1e6 * K * (pa**2 - pc**2)
        return [-evap_a, evap_a - flow,
                flow + evap_c - S * y[2] / V_cold, -evap_c]

    def jacobian(t, y):
        a_liq = 1e6 * k_a * sat_a * wetted(y[0])[1]
        c_liq = 1e6 * k_c * sat_c * wetted(y[3])[1]
        a_gas, c_gas = 1e6 * k_a * to_pa, 1e6 * k_c * to_pc
        f_a = 2e6 * K * y[1] * to_pa**2
        f_c = 2e6 * K * y[2] * to_pc**2
        return np.array([[-a_liq, a_gas, 0, 0],
                         [a_liq, -a_gas - f_a, f_c, 0],
                         [0, f_a, -f_c - c_gas - S / V_cold, c_liq],
                         [0, 0, c_gas, -c_liq]])

    def ampoule_dry(t, y):
        return y[0] - 10 * layer
    ampoule_dry.direction = -1

    run = solve_ivp(rates, (0, duration), [n_total * 1e6, 0, 0, 0],
                    method="Radau", jac=jacobian, rtol=1e-7, atol=1e-8,
                    dense_output=True, events=ampoule_dry)
    assert run.success, run.message

    def pressures(t):
        y = run.sol(t)
        return y[1] * to_pa, y[2] * to_pc
    return run, pressures


# Saturation law against the Clapeyron equation with finite liquid volume.
clapeyron = solve_ivp(
    lambda T, p: heat_vap / (T * (R * T / p - liquid_volume)),
    (350, 380), [p_ref], rtol=1e-10, atol=1e-9)
assert abs(clapeyron.y[0, -1] / p_sat(380) - 1) < 2e-4

# Tube law against a radial finite-volume solution and an axial march.
cells = 200
h = 1 / cells
r_cell = (np.arange(cells) + 0.5) * h
matrix = np.zeros((cells, cells))
for i in range(cells - 1):
    link = i + 1.0
    matrix[i, i] += link
    matrix[i + 1, i + 1] += link
    matrix[i, i + 1] -= link
    matrix[i + 1, i] -= link
matrix[-1, -1] += 2 / h
velocity = np.linalg.solve(matrix, r_cell * h)
shape = np.sum(2 * np.pi * r_cell * velocity * h)
flow_380 = tube_coefficient(380, T_cold) * (p_sat(380)**2 - p_sat(T_cold)**2)


def pressure_slope(x, p):
    T = 380 + (T_cold - 380) * x / length
    return -flow_380 * R * T * viscosity(T) / (shape * radius**4 * p)


march = solve_ivp(pressure_slope, (0, length), [p_sat(380)],
                  rtol=1e-9, atol=1e-8)
drop_march = p_sat(380)**2 - march.y[0, -1]**2
drop_law = p_sat(380)**2 - p_sat(T_cold)**2
assert abs(drop_march / drop_law - 1) < 1e-3

print(f"Reference: {p_ref/TORR:.3f} Torr at {T_ref:.0f} K")
print(f"Heat of vaporization: {heat_vap/1e3:.1f} kJ/mol")
print(f"Molar mass: {molar_mass*1e3:.0f} g/mol")
print(f"Inventory: {inventory*molar_mass*1e3:.2f} g")
print(f"Inventory amount: {inventory*1e3:.2f} mmol")
print(f"Vapour volumes, ampoule and cold: {V_amp*1e6:.0f}, {V_cold*1e6:.0f} cm3")
print(f"Tube radius: {radius*1e3:.2f} mm; length: {length:.2f} m")
print(f"Each liquid surface: {area*1e4:.1f} cm2")
print(f"Collision diameter: {diameter*1e9:.2f} nm")
print(f"Vapour viscosity at 365 K: {viscosity(365)*1e6:.2f} uPa s")
print(f"Cold-region temperature: {T_cold:.0f} K")
print(f"Cold saturation pressure: {p_sat(T_cold)/TORR:.3f} Torr")

# Closed storage: the kinetics must find the final pressure by themselves.
for T_a in (370.0, 380.0):
    flow = tube_coefficient(T_a, T_cold) * (p_sat(T_a)**2 - p_sat(T_cold)**2)
    dry_estimate = inventory / flow
    end = 3 * dry_estimate
    run, pressures = simulate(T_a, T_cold, inventory, end)
    pa_mid, pc_mid = pressures(dry_estimate / 2)
    pa_end, pc_end = pressures(end)
    dry_time = run.t_events[0][0]
    excess = flow / surface_coefficient(T_cold)
    assert abs(pa_end / p_sat(T_cold) - 1) < 1e-4
    assert abs(pc_end / p_sat(T_cold) - 1) < 1e-4
    assert abs(pa_mid / p_sat(T_a) - 1) < 1e-3
    # Filling the vapour volumes takes under one percent of the inventory.
    assert abs(dry_time / dry_estimate - 1) < 0.01
    assert abs((pc_mid - p_sat(T_cold)) / excess - 1) < 0.01
    assert abs(run.y[:, -1].sum() / (inventory * 1e6) - 1) < 1e-6
    print(f"[{T_a:.0f} K ampoule] own saturation: {p_sat(T_a)/TORR:.3f} Torr")
    print(f"  transfer flow: {flow*1e6:.3f} umol/s")
    print(f"  mid-transfer, ampoule: {pa_mid/TORR:.3f} Torr")
    print(f"  mid-transfer, cold region: {pc_mid/TORR:.4f} Torr")
    print(f"  condensation excess: {(pc_mid-p_sat(T_cold))/TORR*1e3:.3f} mTorr")
    print(f"  drying time: simulated {dry_time/3600:.2f} h, "
          f"estimated {dry_estimate/3600:.2f} h")
    print(f"  final pressure, ampoule: {pa_end/TORR:.4f} Torr")
    print(f"  final pressure, cold region: {pc_end/TORR:.4f} Torr")

# Slow surface exchange changes the route, not the final pressure.
slow, slow_pressures = simulate(380, T_cold, inventory, 30000, alpha=0.1)
assert abs(slow_pressures(30000)[0] / p_sat(T_cold) - 1) < 1e-4
print(f"Final pressure, evaporation coefficient 0.1: "
      f"{slow_pressures(30000)[0]/TORR:.4f} Torr")

# Too little material to keep liquid in the cold region.
threshold = p_sat(T_cold) / R * (V_amp / 380 + V_cold / T_cold)
scarce = threshold / 2
p_gas = scarce * R / (V_amp / 380 + V_cold / T_cold)
few, few_pressures = simulate(380, T_cold, scarce, 5000)
# Adsorbed partial layers hold roughly a thousandth of this small inventory.
assert abs(few_pressures(5000)[1] / p_gas - 1) < 3e-3
print(f"Least inventory for condensate: {threshold*molar_mass*1e6:.2f} mg")
print(f"Pressure with half of it: {few_pressures(5000)[1]/TORR:.3f} Torr")

# A downstream region warmer than the ampoule removes the cold limit.
warm, warm_pressures = simulate(380, 390, inventory, 10000)
assert abs(warm_pressures(10000)[1] / p_sat(380) - 1) < 1e-4
assert warm.y[3, -1] < 10 * layer
print(f"Line at 390 K, ampoule at 380 K: "
      f"{warm_pressures(10000)[1]/TORR:.3f} Torr")

# Continuous delivery from the cold region.
S_port = 8e-6
demand = S_port * p_sat(T_cold) / (R * T_cold)
print(f"Port volume rate: {S_port*1e6:.1f} cm3/s")
print(f"Port flow at cold saturation: {demand*1e6:.3f} umol/s")
delivered = []
for T_a in (360.0, 370.0, 375.0, 380.0):
    K = tube_coefficient(T_a, T_cold)
    s = S_port / (R * T_cold)
    dry_root = (-s + np.sqrt(s**2 + 4 * K**2 * p_sat(T_a)**2)) / (2 * K)
    expected = min(dry_root, p_sat(T_cold))
    run, pressures = simulate(T_a, T_cold, inventory, 2000, S=S_port)
    pc = pressures(2000)[1]
    has_liquid = run.y[3, -1] > 100 * layer
    assert abs(pc / expected - 1) < 2e-3
    assert has_liquid == (dry_root > p_sat(T_cold))
    delivered.append(pc)
    state = "wet" if has_liquid else "dry"
    print(f"  ampoule {T_a:.0f} K: dry-line root {dry_root/TORR:.3f} Torr, "
          f"delivered {pc/TORR:.3f} Torr, {state}")
assert delivered[1] > 1.5 * delivered[0]
assert abs(delivered[3] / delivered[2] - 1) < 1e-3

# Sizes of neglected effects, for the 380 K transfer.
conductivity = 0.1              # rough organic-liquid value, W/(m K)
heat_capacity_change = -100.0   # rough vapour-minus-liquid value, J/(mol K)
power = heat_vap * flow_380
depth = inventory * liquid_volume / area
film_rise = power * depth / (conductivity * area)
film_pressure = p_sat(T_cold + film_rise) / p_sat(T_cold) - 1
cp_log = heat_capacity_change / R * (np.log(380 / T_ref) + T_ref / 380 - 1)
p_mean = (p_sat(380) + p_sat(T_cold)) / 2
free_path = const.k * 365 / (np.sqrt(2) * np.pi * diameter**2 * p_mean)
slip = 8 * free_path / (2 * radius)
speed = flow_380 * R * T_cold / (p_sat(T_cold) * np.pi * radius**2)
inertia = molar_mass * speed**2 / (R * T_cold)
print(f"Latent heat released at 380 K: {power*1e3:.1f} mW")
print(f"Full condensate depth: {depth*1e3:.2f} mm")
print(f"Assumed liquid conductivity: {conductivity:.2f} W/(m K)")
print(f"Condensate surface warming: {film_rise:.2f} K")
print(f"  resulting pressure rise: {100*film_pressure:.1f} %")
print(f"Assumed heat-capacity change: {heat_capacity_change:.0f} J/(mol K)")
print(f"  change of 380 K saturation: {100*(np.exp(cp_log)-1):.1f} %")
print(f"Slip increase of tube flow: {100*slip:.1f} %")
print(f"Flow speed at cold end: {speed:.1f} m/s")
print(f"Inertia relative to cold pressure: {100*inertia:.1f} %")
print(f"Free-molecular transpiration bound: {100*(np.sqrt(380/T_cold)-1):.1f} %")
print("success")
```

Printed output:

```
Reference: 1.000 Torr at 350 K
Heat of vaporization: 60.0 kJ/mol
Molar mass: 400 g/mol
Inventory: 2.00 g
Inventory amount: 5.00 mmol
Vapour volumes, ampoule and cold: 100, 50 cm3
Tube radius: 0.75 mm; length: 1.00 m
Each liquid surface: 10.0 cm2
Collision diameter: 0.90 nm
Vapour viscosity at 365 K: 12.59 uPa s
Cold-region temperature: 350 K
Cold saturation pressure: 1.000 Torr
[370 K ampoule] own saturation: 3.048 Torr
  transfer flow: 0.245 umol/s
  mid-transfer, ampoule: 3.048 Torr
  mid-transfer, cold region: 1.0002 Torr
  condensation excess: 0.156 mTorr
  drying time: simulated 5.67 h, estimated 5.68 h
  final pressure, ampoule: 1.0000 Torr
  final pressure, cold region: 1.0000 Torr
[380 K ampoule] own saturation: 5.092 Torr
  transfer flow: 0.720 umol/s
  mid-transfer, ampoule: 5.092 Torr
  mid-transfer, cold region: 1.0005 Torr
  condensation excess: 0.461 mTorr
  drying time: simulated 1.92 h, estimated 1.93 h
  final pressure, ampoule: 1.0000 Torr
  final pressure, cold region: 1.0000 Torr
Final pressure, evaporation coefficient 0.1: 1.0000 Torr
Least inventory for condensate: 2.60 mg
Pressure with half of it: 0.500 Torr
Line at 390 K, ampoule at 380 K: 5.092 Torr
Port volume rate: 8.0 cm3/s
Port flow at cold saturation: 0.367 umol/s
  ampoule 360 K: dry-line root 0.253 Torr, delivered 0.253 Torr, dry
  ampoule 370 K: dry-line root 0.707 Torr, delivered 0.707 Torr, dry
  ampoule 375 K: dry-line root 1.141 Torr, delivered 1.000 Torr, wet
  ampoule 380 K: dry-line root 1.791 Torr, delivered 1.000 Torr, wet
Latent heat released at 380 K: 43.2 mW
Full condensate depth: 2.00 mm
Assumed liquid conductivity: 0.10 W/(m K)
Condensate surface warming: 0.86 K
  resulting pressure rise: 5.2 %
Assumed heat-capacity change: -100 J/(mol K)
  change of 380 K saturation: -3.9 %
Slip increase of tube flow: 1.8 %
Flow speed at cold end: 8.9 m/s
Inertia relative to cold pressure: 1.1 %
Free-molecular transpiration bound: 4.2 %
success
```
